# The Fowler–Nordheim exponent from the WKB action of a triangular barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: the barrier, the action and the exponent

### A numerical fact

An electron faces a barrier 2.72 eV high in a model dielectric, where its effective mass is half the free-electron mass, under a field of 5.14 MV/cm. Its probability of getting through is $9.2\times10^{-19}$. At half that field the probability is $4.5\times10^{-37}$. A factor of two in the field has changed the transmission by a factor of about $2\times10^{18}$.

The barrier height at the electrode is the same in both cases. What has changed is the distance the electron must cover before the falling band edge reaches its energy. That distance doubles when the field is halved, and the probability depends exponentially on it. The quantity to be found is the exponent,

$$
-2S=-\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar E},
$$

together with the conditions under which it governs the transmission.

### The model

The electrode fills $x<0$ and the dielectric fills $0<x<d$. The conduction-band edge of the dielectric lies an energy $\phi$ above the Fermi level of the electrode, just inside the interface. We follow an electron at the Fermi level that moves along $x$, with no transverse momentum, and we measure all energies from its energy.

The symbol $e$ denotes the positive elementary charge, and $E$ is the magnitude of the field inside the dielectric. The field is directed so that it pushes electrons towards positive $x$. The force on an electron is then $+F$, with $F=eE$, and its potential energy falls with distance:

$$
V(x)=\phi-Fx .
$$

The electron is in the forbidden region while $V(x)>0$. This region ends at the turning point

$$
x_t=\frac{\phi}{F}.
$$

If $x_t\le d$, that is, if $eEd\ge\phi$, the forbidden region is a triangle of height $\phi$ and base $x_t$. Beyond $x_t$ the electron moves in the conduction band of the dielectric. If $x_t>d$, the electron reaches the far electrode before the triangle is complete; this case is treated below.

The model has a uniform field, an abrupt interface and parabolic bands. It contains no traps, no scattering and, at first, no image force. No wave returns from the far electrode.

### Units and the wave equation

In Rydberg atomic units $\hbar=1$, the free-electron mass is $m_e=1/2$, and $e^2=2$. Energies are in Ry and lengths in bohr, so $F$ is in Ry/bohr. Since $\hbar^2/(2m_e)=1$, the kinetic energy of a free electron is the square of its wave number.

Let the effective mass in the dielectric be $m=\mu m_e$. The kinetic-energy operator there is $-(1/\mu)\,d^2/dx^2$, and at energy zero the Schrödinger equation reads

$$
-\frac1\mu\psi''+(\phi-Fx)\psi=0 .
$$

Multiplying by $\mu$ and moving one term to the other side gives

$$
\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\sqrt{\mu(\phi-Fx)} .
$$

Where $\kappa$ is real, it is the local decay constant. At the electrode it has the value $\kappa_0=\sqrt{\mu\phi}$. The product $G=\mu F$ will occur often; it is the rate at which $\kappa^2$ falls with $x$.

### The WKB form inside the barrier

If $\kappa$ were constant, the solutions would be $e^{\pm\kappa x}$. For a slowly varying $\kappa$ we write $\psi=e^{W}$. Then

$$
\psi'=W'e^W,\qquad \psi''=\left(W''+W'^2\right)e^W,
$$

and the wave equation becomes

$$
W'^2+W''=\kappa^2 .
$$

To leading order we drop $W''$, which gives $W_0'=\pm\kappa$. Now put $W=W_0+W_1$ and keep terms of the next order. The squares $W_0'^2$ and $\kappa^2$ cancel, and what remains is

$$
2W_0'W_1'+W_0''=0
\quad\Longrightarrow\quad
W_1'=-\frac{W_0''}{2W_0'}=-\frac{\kappa'}{2\kappa}.
$$

The sign of $W_0'$ has cancelled, so both solutions have the same $W_1=-\tfrac12\ln\kappa$. Hence

$$
\psi(x)\simeq\frac{C}{\sqrt{\kappa(x)}}\exp\left(\pm\int^x\kappa(x')\,dx'\right).
$$

The solution with the minus sign decays away from the electrode. That this is the one needed at the electrode, when the wave beyond the barrier is outgoing, will be shown in the second half.

### How good the approximation is

Dropping $W''$ first required $|W_0''|\ll W_0'^2$, or

$$
\left|\frac{\kappa'}{\kappa^2}\right|=\left|\frac{d}{dx}\frac1\kappa\right|\ll1 .
$$

In words, the decay length must change little over one decay length. From $\kappa^2=\mu(\phi-Fx)$ we have $2\kappa\kappa'=-G$, so this quantity equals $G/(2\kappa^3)$. It grows towards the turning point, where $\kappa=0$ and the WKB form breaks down.

The next correction shows what this costs elsewhere. Let $a=x_t-x$ be the distance to the turning point. Then $\kappa^2=Ga$ and $W_1=-\tfrac14\ln(Ga)$. Since $da/dx=-1$,

$$
W_1'=\frac1{4a},\qquad W_1''=\frac1{4a^2},\qquad
W_1'^2+W_1''=\frac5{16a^2}.
$$

The next term $W_2$ must cancel this remainder, so $2W_0'W_2'=-5/(16a^2)$. For the decaying solution $W_0'=-\sqrt{Ga}$, and therefore

$$
W_2'=\frac{5}{32\sqrt G\,a^{5/2}},\qquad
W_2=\frac{5}{48\sqrt G\,a^{3/2}} .
$$

The second expression follows because $d(a^{-3/2})/dx=\tfrac32a^{-5/2}$. The correction is small when $\sqrt G\,a^{3/2}\gg1$. As we see next, this combination is the action itself, apart from a number.

### The action

Between the electrode and the turning point, the exponent of the wave amplitude accumulates to

$$
S=\int_0^{x_t}\sqrt{\mu(\phi-Fx)}\,dx .
$$

Substitute $w=\phi-Fx$, so that $dx=-dw/F$. The limits $x=0$ and $x=x_t$ become $w=\phi$ and $w=0$. The minus sign reverses them:

$$
S=\frac{\sqrt\mu}{F}\int_0^\phi w^{1/2}\,dw
=\frac{2\sqrt\mu\,\phi^{3/2}}{3F}.
$$

Because $\kappa_0=\sqrt{\mu\phi}$ and $x_t=\phi/F$, this is also

$$
S=\tfrac23\,\kappa_0x_t .
$$

The factor $2/3$ is the mean of $\kappa/\kappa_0$ over the triangle. A rectangular barrier of the same height and length would have the factor 1. Strictly, $S$ is the integral of the magnitude of the imaginary momentum divided by $\hbar$, so the action in its own units is $\hbar S$.

The amplitude carries $e^{-S}$, and the probability carries its square:

$$
e^{-2S},\qquad 2S=\frac{4\sqrt\mu\,\phi^{3/2}}{3F}.
$$

The same integral, taken from a point at distance $a$ from the turning point, gives $S(a)=\tfrac23\sqrt G\,a^{3/2}$. The correction found above is thus $W_2=5/(72S(a))$. At the electrode, $S=2\kappa_0^3/(3G)$, and the smallness parameter is

$$
\frac{G}{2\kappa_0^3}=\frac1{3S}.
$$

A large action and a slowly varying barrier are therefore the same condition for this shape.

### Numbers for the example

Take the round values $\phi=0.2$ Ry, $\mu=0.5$ and $F=0.002$ Ry/bohr. Then

$$
\kappa_0=\sqrt{0.5\times0.2}=0.3162\ \text{bohr}^{-1},\qquad
x_t=\frac{0.2}{0.002}=100\ \text{bohr},
$$

$$
S=\tfrac23\times0.3162\times100=21.08,\qquad 2S=42.16 .
$$

The turning point is 5.29 nm from the electrode. Quadrature of the defining integral gives the same exponent. The smallness parameter at the electrode is $1/(3\times21.08)=0.0158$, and $e^{-2S}=4.88\times10^{-19}$.

Halving $F$ doubles $2S$, so the exponential is multiplied by another factor $4.88\times10^{-19}$. This is the drop with which we began.

### The exponent in SI units

With $\hbar$ and $m$ kept, the decay constant is $\kappa=\sqrt{2m(\phi-eEx)}/\hbar$. The substitution $w=\phi-eEx$ now gives

$$
2S=\frac{2\sqrt{2m}}{\hbar\,eE}\int_0^\phi w^{1/2}dw
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar E}.
$$

Here $\phi$ is an energy in joules, not a potential in volts. The units cancel: $\sqrt{m}\,\phi^{3/2}$ is a momentum times an energy, and $\hbar eE$ is an energy times a time times a force, which is again an energy times a momentum. In Rydberg units $2m=\mu$ and $\hbar=1$, and the earlier form returns. The charge enters through the product $eE=F$, so no separate value of $e$ is needed there.

The exponent can be written as $-B/E$ with a characteristic field $B$. For the example $B=216.8$ MV/cm, and $216.8/5.142=42.16$ as before. The applied field is a small fraction of $B$, which is why the transmission is so small and so sensitive.

That sensitivity extends to the barrier parameters. Taking the logarithm of $2S$ and differentiating gives

$$
\frac{\delta(2S)}{2S}=\frac32\frac{\delta\phi}{\phi}+\frac12\frac{\delta\mu}{\mu}-\frac{\delta F}{F}.
$$

A barrier higher by 1% raises $2S$ by about $0.015\times42.16=0.63$, which multiplies $e^{-2S}$ by about $e^{-0.63}=0.53$.

### Films too thin for the triangle

If $Fd<\phi$, the electron enters the far electrode while the band edge is still above its energy. The forbidden region is then a trapezoid, and the integral stops at $x=d$, where $w=\phi-Fd$:

$$
2S_d=\frac{2\sqrt\mu}{F}\int_{\phi-Fd}^{\phi}w^{1/2}dw
=\frac{4\sqrt\mu}{3F}\left[\phi^{3/2}-(\phi-Fd)^{3/2}\right].
$$

The omitted corner of the triangle makes this smaller than the triangular result. For $d=60$ bohr in the example, $Fd=0.12$ Ry, and $2S_d=31.50$ instead of 42.16. The triangular formula would make the exponential too small by a factor of about $e^{10.67}\approx4\times10^4$.

For a weak field, expand with $\delta=Fd\ll\phi$:

$$
(\phi-\delta)^{3/2}\simeq\phi^{3/2}-\tfrac32\phi^{1/2}\delta+\tfrac38\phi^{-1/2}\delta^2 .
$$

Inserting this gives

$$
2S_d\simeq2\kappa_0d\left(1-\frac{Fd}{4\phi}\right).
$$

At zero field the exponent is that of a rectangle and stays finite, whereas the triangular formula diverges. The exponent takes its triangular form, proportional to $1/E$, from the field $\phi/(ed)$ upwards. For this film that field is 0.00333 Ry/bohr, or $5.142\times0.00333/0.002\approx8.6$ MV/cm. Just above it the turning point lies close to the far electrode, and the factor in front of the exponential still depends on the field.

### The image force

An electron in a dielectric of relative permittivity $\epsilon$, at distance $x$ from an ideal metal, is attracted by an image charge at distance $2x$. In Rydberg units the force has magnitude $2/[\epsilon(2x)^2]=1/(2\epsilon x^2)$. Integrating from $x$ to infinity gives the energy $-1/(2\epsilon x)$, and the barrier becomes

$$
V(x)=\phi-Fx-\frac1{2\epsilon x}.
$$

Its maximum is where $F=1/(2\epsilon x^2)$, at $x=1/\sqrt{2\epsilon F}$. Both subtracted terms then equal $\sqrt{F/(2\epsilon)}$, so the peak is lowered by $\sqrt{2F/\epsilon}$. With $\epsilon=2.5$ this is $\sqrt{0.0016}=0.04$ Ry, one fifth of $\phi$.

One might insert the lowered height, 0.16 Ry, in the triangular formula. That would give $2S=42.16\times0.8^{3/2}=30.2$. Integration over the actual barrier, between its zeros at 1.01 and 98.99 bohr, gives 39.51. The lowering of the potential is large only near the electrode, and over most of the triangle it is far less than 0.04 Ry. It falls off only as $1/x$, however, so a little under half of the change in the exponent still comes from beyond 10 bohr.

The exponent is smaller by 2.65, or 6% of its triangular value, and the exponential is larger by a factor of 14. This is a comparison of exponentials alone. The classical image law is also being used down to about 1 bohr, where it has no firm basis, so the factor indicates a size and is not a precise correction.

## Second half: from the exponent to the transmission

### What is carried over

The dielectric begins at $x=0$, with band edge $\phi-Fx$ above the electron energy and mass $\mu m_e$. The turning point is $x_t=\phi/F$, and $G=\mu F$. The decay constant is $\kappa=\sqrt{\mu(\phi-Fx)}$, with value $\kappa_0=\sqrt{\mu\phi}$ at the electrode. In Rydberg units the action is

$$
S=\int_0^{x_t}\kappa\,dx=\frac{2\sqrt\mu\,\phi^{3/2}}{3F}.
$$

The example has $\phi=0.2$ Ry, $\mu=0.5$, $F=0.002$ Ry/bohr and $2S=42.16$. We again take the triangular barrier without image force.

What is missing is the link between the wave at the electrode and the wave that leaves. The WKB form fails at the turning point between them. An exact solution of the wave equation supplies the link.

### A solution in the form of an integral

Let $u=x-x_t$. Then $\phi-Fx=-Fu$, and the equation in the dielectric is

$$
\psi''=-Gu\,\psi .
$$

We try a superposition of exponentials along a path in the complex $p$ plane:

$$
\psi(u)=\int e^{h(p)}\,dp,\qquad h(p)=ipu-\frac{ip^3}{3G}.
$$

Two derivatives with respect to $u$ bring down $(ip)^2=-p^2$. On the other hand,

$$
\frac{d}{dp}e^{h}=i\left(u-\frac{p^2}{G}\right)e^h .
$$

If $e^h$ vanishes at both ends of the path, the integral of this derivative is zero. Hence $\int p^2e^h\,dp=Gu\psi$, and $\psi''=-Gu\psi$ as required.

To see where the path may end, put $p=Re^{i\theta}$. For large $R$ the cubic term dominates, and its real part is

$$
\mathrm{Re}\left(-\frac{iR^3e^{3i\theta}}{3G}\right)=\frac{R^3\sin3\theta}{3G}.
$$

This tends to $-\infty$ where $\sin3\theta<0$. We choose a path that comes from $+i\infty$ ($\theta=\pi/2$) down to the origin and then leaves along $\theta=-\pi/6$. In both directions $\sin3\theta=-1$. The choice is made so that the wave beyond the barrier is purely outgoing, which we now verify.

We have found the exponent $2S$ for the triangular barrier and the conditions for its use, and have written an exact solution of the wave equation as a contour integral. It remains to verify that this solution is purely outgoing beyond the barrier, and to match it at the electrode to obtain the transmission.

Numerical values quoted here were computed with a short program.
